# Trion binding in two and three dimensions for equal masses: a numerical check

```python
"""
Result under test: a singlet trion (two electrons, one hole, equal masses,
Coulomb forces) is bound by about 0.12 of the exciton binding in the plane,
and by about 0.05 of it in three dimensions.

Units: reduced mass mu = 1, effective Bohr radius a* = 1, energy Ha* = 2 Ry*.
D: dimension; lam = mu/m_hole (1/2 for equal masses, 0 for a fixed hole).
r1, r2: electron-hole distances; u: electron-electron distance.
s = r1 + r2, t = r1 - r2; basis s^l t^m u^n exp(-alpha s), m even.
Ratio = trion binding / exciton binding = E_trion/E_exciton - 1.
An independent calculation uses explicitly correlated Gaussians.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh, qr, solve_triangular
from scipy.optimize import minimize_scalar
from scipy.special import gamma
from scipy.stats import qmc

MAX_ORDER = 10


def exciton_energy(D):
    return -2.0 / (D - 1) ** 2


def hylleraas_matrices(D):
    """Operators at alpha = 1 in an orthonormal basis ordered by degree."""
    z, wz = np.polynomial.laguerre.laggauss(16)
    x, wx = np.polynomial.legendre.leggauss(24)
    angle, wa = np.pi / 4 * (x + 1), np.pi / 4 * wx
    s, th, ph = [g.ravel() for g in
                 np.meshgrid(z / 2, angle, angle, indexing="ij")]
    w = np.einsum("i,j,k->ijk", wz, wa, wa).ravel()
    u = s * np.sin(th)
    t = u * np.sin(ph)
    r1, r2 = (s + t) / 2, (s - t) / 2
    four_area = s * u * np.cos(th) * np.cos(ph)
    root_w = np.sqrt(w * r1 * r2 * u * four_area ** (D - 2))[:, None]

    powers = [(l, m, n) for l in range(MAX_ORDER + 1)
              for m in range(0, MAX_ORDER + 1, 2)
              for n in range(MAX_ORDER + 1) if l + m + n <= MAX_ORDER]
    powers.sort(key=sum)
    l, m, n = np.array(powers).T
    sl, tm, un = s[:, None] ** l, t[:, None] ** m, u[:, None] ** n
    poly = sl * tm * un
    d_s = l * s[:, None] ** np.maximum(l - 1, 0) * tm * un - poly
    d_t = m * t[:, None] ** np.maximum(m - 1, 0) * sl * un
    d_u = n * u[:, None] ** np.maximum(n - 1, 0) * sl * tm

    Q, R = qr(root_w * poly, mode="economic")

    def orthonormal(f):
        return solve_triangular(R, (root_w * f).T, trans="T").T

    f1, f2, f3 = [orthonormal(f) for f in (d_s + d_t, d_s - d_t, d_u)]
    # electron 1 lies on the first axis, electron 2 in the same plane
    cos12 = (r1**2 + r2**2 - u**2) / (2 * r1 * r2)
    sin12 = four_area / (2 * r1 * r2)
    nx, ny = (r1 - r2 * cos12) / u, -r2 * sin12 / u
    grad1 = [f1 + f3 * nx[:, None], f3 * ny[:, None]]
    grad2 = [f2 * cos12[:, None] - f3 * nx[:, None],
             f2 * sin12[:, None] - f3 * ny[:, None]]
    k_el = 0.5 * sum(g.T @ g for g in grad1 + grad2)
    k_hole = 0.5 * sum((a + b).T @ (a + b) for a, b in zip(grad1, grad2))

    def local(f):
        return Q.T @ (f[:, None] * Q)

    return {"degree": l + m + n, "k_el": k_el, "k_hole": k_hole,
            "attr": -local(1 / r1 + 1 / r2), "rep": local(1 / u),
            "r_eh": local(s / 2), "r_ee": local(u)}


def solve_trion(mats, D, lam, order):
    size = int(np.sum(mats["degree"] <= order))
    cut = slice(0, size)
    T = ((1 - lam) * mats["k_el"] + lam * mats["k_hole"])[cut, cut]
    V = (mats["attr"] + mats["rep"])[cut, cut]

    def energy(a):
        return eigh(a * a * T + a * V, eigvals_only=True,
                    subset_by_index=[0, 0])[0]

    kappa = 2 / (D - 1)
    best = minimize_scalar(energy, bounds=(0.35 * kappa, 1.5 * kappa),
                           method="bounded", options={"xatol": 1e-7})
    a = best.x
    val, vec = eigh(a * a * T + a * V, subset_by_index=[0, 0])
    c = vec[:, 0]

    def mean(name):
        return c @ mats[name][cut, cut] @ c

    return {"E": val[0], "alpha": a, "size": size, "T": a * a * (c @ T @ c),
            "attr": a * mean("attr"), "rep": a * mean("rep"),
            "r_eh": mean("r_eh") / a, "r_ee": mean("r_ee") / a}


def gaussian_energy(D, lam, count=700):
    """Trion energy from symmetrized correlated Gaussians, closed formulas."""
    low, high = (0.01, 12.0) if D == 2 else (0.03, 30.0)
    points = qmc.Halton(3, scramble=False).random(count + 1)[1:]
    a, b, c = (1 / (low * (high / low) ** points) ** 2).T
    A = np.array([[a + c, -c], [-c, b + c]]).transpose(2, 0, 1)
    mass = np.array([[1, lam], [lam, 1]])
    coulomb = gamma((D - 1) / 2) / gamma(D / 2) / np.sqrt(2)
    S = np.zeros((count, count))
    H = np.zeros((count, count))
    for B in (A, A[:, ::-1, ::-1]):
        C = A[:, None] + B[None, :]
        det = C[..., 0, 0] * C[..., 1, 1] - C[..., 0, 1] ** 2
        v1, v2 = C[..., 1, 1] / det, C[..., 0, 0] / det
        v12 = -C[..., 0, 1] / det
        inv = np.stack([np.stack([v1, v12], -1),
                        np.stack([v12, v2], -1)], -2)
        overlap = (4 * np.pi**2 / det) ** (D / 2)
        left = (A @ mass)[:, None] @ B[None, :]
        kinetic = D / 2 * np.sum(left * inv, axis=(-2, -1))
        potential = coulomb * (-v1**-0.5 - v2**-0.5
                               + (v1 + v2 - 2 * v12) ** -0.5)
        S += overlap
        H += overlap * (kinetic + potential)
    norm = np.sqrt(np.diag(S))
    S /= np.outer(norm, norm)
    H /= np.outer(norm, norm)
    weights, U = eigh((S + S.T) / 2)
    keep = weights > 1e-9  # removes directions dominated by rounding
    X = U[:, keep] / np.sqrt(weights[keep])
    reduced = X.T @ ((H + H.T) / 2) @ X
    return eigh((reduced + reduced.T) / 2, eigvals_only=True,
                subset_by_index=[0, 0])[0]


# The nodeless exciton state solves the radial equation in both dimensions.
r = sp.symbols("r", positive=True)
for D in (2, 3):
    psi = sp.exp(-2 * r / (D - 1))
    h_psi = -(sp.diff(psi, r, 2) + (D - 1) / r * sp.diff(psi, r)) / 2 - psi / r
    assert abs(float(sp.simplify(h_psi / psi)) - exciton_energy(D)) < 1e-14

hand_energy = {2: -(4 - 3 * np.pi / 8) ** 2 / 4, 3: -(11 / 16) ** 2}
hand_repulsion = {2: 3 * np.pi / 8, 3: 5 / 8}
ratio = {}
print("Energies in Ha*, lengths in a*, ratio = B/E_X (no unit)")
for D in (2, 3):
    mats = hylleraas_matrices(D)
    ex = exciton_energy(D)
    print(f"--- D = {D}: exciton energy {ex:.4f} Ha*, "
          f"mean e-h distance {D * (D - 1) / 4:.3f} a*")
    results = {}
    for order in (0, 1, 2, 4, 6, 8, 10):
        q = results[order] = solve_trion(mats, D, 0.5, order)
        print(f"order {order:2d}, {q['size']:3d} functions: "
              f"alpha {q['alpha']:.3f} /a*, E {q['E']:.6f} Ha*, "
              f"ratio {q['E'] / ex - 1:+.5f}")
    first, q = results[0], results[10]
    fixed_first = solve_trion(mats, D, 0.0, 0)
    fixed = solve_trion(mats, D, 0.0, 10)
    ratio[D] = q["E"] / ex - 1
    fixed_ratio = fixed["E"] / ex - 1

    # One-function energies: quadrature against the hand formulas.
    assert abs(first["E"] - hand_energy[D]) < 1e-8
    assert abs(fixed_first["E"] - hand_energy[D]) < 1e-8
    assert abs(first["rep"] / first["alpha"] - hand_repulsion[D]) < 1e-8
    assert first["E"] > ex
    # Convergence with the basis, and the virial relation.
    assert abs(q["E"] - results[8]["E"]) / abs(ex) < 1e-4
    assert abs(2 * q["T"] + q["attr"] + q["rep"]) < 1e-4 * abs(ex)
    # A different basis with different integrals gives the same energies.
    gauss = gaussian_energy(D, 0.5)
    gauss_fixed = gaussian_energy(D, 0.0)
    assert abs(gauss - q["E"]) / abs(ex) < 1e-3
    assert abs(gauss_fixed - fixed["E"]) / abs(ex) < 1e-3

    shortfall = 1 - first["E"] / ex
    print(f"trion binding B {ex - q['E']:.5f} Ha*")
    print(f"kinetic {q['T']:.4f}, attraction {q['attr']:.4f}, "
          f"repulsion {q['rep']:.4f} Ha*")
    print(f"mean distances: e-h {q['r_eh']:.3f}, e-e {q['r_ee']:.3f} a*")
    print(f"one function: <1/r12>/alpha {first['rep'] / first['alpha']:.5f}, "
          f"shortfall/E_X {shortfall:.5f}")
    print(f"correlation gain/E_X {shortfall + ratio[D]:.5f}")
    print(f"Gaussian check: E {gauss:.6f} Ha*, ratio {gauss / ex - 1:.5f}")
    print(f"fixed hole: E {fixed['E']:.6f} Ha*, ratio {fixed_ratio:.5f}")
    print(f"fixed hole, Gaussian check: E {gauss_fixed:.6f} Ha*")

assert 0.115 < ratio[2] < 0.125
assert 0.045 < ratio[3] < 0.052
print("--- comparison of the dimensions, equal masses")
print(f"ratio(2D)/ratio(3D) {ratio[2] / ratio[3]:.3f}")
print(f"B(2D)/B(3D) {4 * ratio[2] / ratio[3]:.2f}")

mass, eps = 0.1, 10.0  # round model parameters
rydberg_mev = 1e3 * constants.value("Rydberg constant times hc in eV")
hartree_mev = 2 * rydberg_mev * (mass / 2) / eps**2
print(f"model: m_e = m_h = {mass} m0, eps = {eps:.0f}, "
      f"Ha* = {hartree_mev:.3f} meV")
for D in (2, 3):
    ex_mev = -exciton_energy(D) * hartree_mev
    print(f"D = {D}: exciton binding {ex_mev:.2f} meV, "
          f"trion binding {ratio[D] * ex_mev:.3f} meV")
print("all tests passed")
```

Running it gives:

```
Energies in Ha*, lengths in a*, ratio = B/E_X (no unit)
--- D = 2: exciton energy -2.0000 Ha*, mean e-h distance 0.500 a*
order  0,   1 functions: alpha 1.411 /a*, E -1.990784 Ha*, ratio -0.00461
order  1,   3 functions: alpha 1.728 /a*, E -2.055674 Ha*, ratio +0.02784
order  2,   7 functions: alpha 1.624 /a*, E -2.237113 Ha*, ratio +0.11856
order  4,  22 functions: alpha 1.669 /a*, E -2.242960 Ha*, ratio +0.12148
order  6,  50 functions: alpha 1.837 /a*, E -2.243168 Ha*, ratio +0.12158
order  8,  95 functions: alpha 2.019 /a*, E -2.243186 Ha*, ratio +0.12159
order 10, 161 functions: alpha 2.195 /a*, E -2.243189 Ha*, ratio +0.12159
trion binding B 0.24319 Ha*
kinetic 2.2432, attraction -5.6709, repulsion 1.1846 Ha*
mean distances: e-h 0.842, e-e 1.303 a*
one function: <1/r12>/alpha 1.17810, shortfall/E_X 0.00461
correlation gain/E_X 0.12620
Gaussian check: E -2.243039 Ha*, ratio 0.12152
fixed hole: E -2.240275 Ha*, ratio 0.12014
fixed hole, Gaussian check: E -2.240112 Ha*
--- D = 3: exciton energy -0.5000 Ha*, mean e-h distance 1.500 a*
order  0,   1 functions: alpha 0.687 /a*, E -0.472656 Ha*, ratio -0.05469
order  1,   3 functions: alpha 0.807 /a*, E -0.481267 Ha*, ratio -0.03747
order  2,   7 functions: alpha 0.716 /a*, E -0.521557 Ha*, ratio +0.04311
order  4,  22 functions: alpha 0.682 /a*, E -0.523886 Ha*, ratio +0.04777
order  6,  50 functions: alpha 0.673 /a*, E -0.524002 Ha*, ratio +0.04800
order  8,  95 functions: alpha 0.695 /a*, E -0.524009 Ha*, ratio +0.04802
order 10, 161 functions: alpha 0.741 /a*, E -0.524010 Ha*, ratio +0.04802
trion binding B 0.02401 Ha*
kinetic 0.5240, attraction -1.3593, repulsion 0.3113 Ha*
mean distances: e-h 2.745, e-e 4.274 a*
one function: <1/r12>/alpha 0.62500, shortfall/E_X 0.05469
correlation gain/E_X 0.10271
Gaussian check: E -0.524006 Ha*, ratio 0.04801
fixed hole: E -0.527751 Ha*, ratio 0.05550
fixed hole, Gaussian check: E -0.527725 Ha*
--- comparison of the dimensions, equal masses
ratio(2D)/ratio(3D) 2.532
B(2D)/B(3D) 10.13
model: m_e = m_h = 0.1 m0, eps = 10, Ha* = 13.606 meV
D = 2: exciton binding 27.21 meV, trion binding 3.309 meV
D = 3: exciton binding 6.80 meV, trion binding 0.327 meV
all tests passed
```
